# The high-energy photoionization law of a hydrogenic nl state, part 2

For 1s with $Z=1$, light of wavelength 13.5 nm (91.84 eV) gives a photoionization cross section with local exponent $-3.08$ in the photon energy, while the high-energy limit is $-3.5$. The aim is to explain this slow approach through

$$\sigma_{nl}=C_{nl}\,\omega^{-(l+7/2)}\,S(\eta)\left[1+O(k^{-2})\right],\qquad S(\eta)=\frac{2\pi\eta}{e^{2\pi\eta}-1}. \tag{1}$$

The limiting power and $C_{nl}$ have been derived; the factor $S$ has not.

The model has one spinless, nonrelativistic electron, a fixed point nucleus of charge $Z$, and weak light in the dipole approximation. Hartree atomic units are used, with $c=1/\alpha$ and $\alpha$ the fine-structure constant. $H$ is the electron's Hamiltonian, and $i$ and $f$ are the initial and final states. The photon energy is $\omega$, the photoelectron momentum is $k=\sqrt{2\omega-\lambda^2}$, and $\lambda=Z/n$, $\eta=Z/k$.

The bound radial function $P_{nl}$ tends to $A\,r^{l+1}$ at the nucleus, with

$$A=\frac{(2Z/n)^{l+3/2}}{(2l+1)!}\sqrt{\frac{(n+l)!}{2n\,(n-l-1)!}} . \tag{7}$$

Its polynomial factor has coefficients $c_j$, with $c_0=1$ and $c_1=\lambda-Z/(l+1)$. The final wave, normalized per unit energy, is $P_{kl'}=N\phi$, with $\phi\to r^{l'+1}$ at the nucleus and $l'=l\pm1$. Averaged over $m$,

$$\sigma_{nl}=\frac{4\pi^2\alpha\,\omega}{3(2l+1)}\left[(l+1)D_+^2+l\,D_-^2\right],\qquad D_\pm=\int_0^\infty P_{k,l\pm1}\,r\,P_{nl}\,dr . \tag{3}$$

The normalization is

$$N^2=\frac{2}{\pi k}\,k^{2l'+2}\left[\frac{2^{l'}}{(2l'+1)!}\right]^2e^{\pi\eta}\,|\Gamma(l'+1+i\eta)|^2 ,$$

$$e^{\pi\eta}|\Gamma(l'+1+i\eta)|^2=\frac{2\pi\eta}{1-e^{-2\pi\eta}}\prod_{s=1}^{l'}(s^2+\eta^2). \tag{9}$$

With $J_m=\int_0^\infty e^{-\lambda r}r^{l'+m}\phi(r)\,dr$,

$$J_0=(2l'+1)!\,(\lambda+ik)^{a-b}(\lambda-ik)^{-a}=\frac{(2l'+1)!}{(\lambda^2+k^2)^{l'+1}}\;e^{-2\eta\theta},\qquad\theta=\arctan\frac k\lambda , \tag{11}$$

where $a=l'+1+i\eta$ and $b=2l'+2$, and

$$(\lambda^2+k^2)J_{m+1}=[2(l'+1+m)\lambda-2Z]J_m-m(m+2l'+1)J_{m-1}. \tag{12}$$

$$D_+=NA\sum_jc_jJ_{1+j},\qquad D_-=NA\sum_jc_jJ_{3+j}. \tag{13}$$

At large $k$, the upper channel $l'=l+1$ has

$$J_1+c_1J_2=\frac{J_0}{k^2}\left[2(l+2)\lambda-2Z-2(l+2)\lambda+\frac{2(l+2)Z}{l+1}\right]=\frac{2Z}{(l+1)k^2}J_0 . \tag{14}$$

The lower channel $l'=l-1$ has

$$J_3=\frac{J_0}{k^4}\left[-12l(l+1)\lambda+(12l+4)Z\right],\qquad J_4=\frac{12l(l+1)}{k^4}J_0 ,$$

$$J_3+c_1J_4=\frac{4Z}{k^4}J_0 . \tag{15}$$

Hence

$$D_+\to2^{l+2}\,l!\;ZA\sqrt{\frac2\pi}\;k^{-l-9/2},\qquad D_-\to2^{l+1}(l-1)!\;ZA\sqrt{\frac2\pi}\;k^{-l-9/2}. \tag{17}$$

With $g_0=1$ and $g_l=(2l+1)/(4l)$ for $l\ge1$, the power law is

$$\sigma_{nl}\to C_{nl}\,\omega^{-(l+7/2)},\qquad C_{nl}=\frac{8\pi\alpha}{3}\,Z^2A^2\,2^{l-1/2}(l!)^2g_l . \tag{18}$$

### Why the power depends on l

The operator identity $[H,[H,\mathbf r]]=\nabla V$, taken between two eigenstates whose energies differ by $\omega$, gives for $V=-Z/r$

$$\omega^2\langle f|\mathbf r|i\rangle=Z\left\langle f\left|\frac{\mathbf r}{r^3}\right|i\right\rangle .$$

It shows the part played by the nucleus. A free electron at rest cannot absorb a photon and conserve both energy and momentum. The nucleus has to take up momentum, and it does so through the Coulomb force.

The powers can now be counted. A fast outgoing wave oscillates on the length $1/k$. Farther out the oscillations cancel, and what remains of the integral is set by distances of that order. There $P_{nl}\approx Ar^{l+1}$, and the outgoing wave is $k^{-1/2}$ times a function of $kr$. The integral of $r^{l+1}r^{-2}$ over this region gives $k^{-l}$. With the factor $\omega^{-2}\propto k^{-4}$ the amplitude is of order $ZA\,k^{-l-9/2}$, in agreement with (17). Each unit of $l$ keeps the bound electron farther from the nucleus and costs one factor $1/k$ in the amplitude, which is one factor $1/\omega$ in the cross section.

### The slow correction

Each $D$ is $NAJ_0$ times a sum of ratios $J_m/J_0$. By the recursion these ratios are rational functions of $k^2$, so they produce no odd powers of $1/k$ beside the leading power. Odd corrections can come from $N^2J_0^2$ alone. In the exponential of $J_0^2$ write $\theta=\pi/2-\arctan(\lambda/k)$:

$$e^{-4\eta\theta}=e^{-2\pi\eta}\,e^{4\eta\arctan(\lambda/k)} .$$

The last exponent is even in $k$ and begins with $4Z\lambda/k^2$. The factor $e^{-2\pi\eta}$ joins the first factor of (9):

$$\frac{2\pi\eta}{1-e^{-2\pi\eta}}\,e^{-2\pi\eta}=\frac{2\pi\eta}{e^{2\pi\eta}-1}=S(\eta)=1-\pi\eta+\frac{\pi^2\eta^2}{3}+\dots \tag{19}$$

The product in (9) and the change from $k$ to $\omega$ add even corrections. This completes (1). The factor $S$ is the same for both channels and for all $n$ and $l$, at a given $k$ and $Z$.

The sign deserves attention. The higher density of the outgoing wave at the nucleus contributes $+\pi\eta$. The exponential in the overlap with the bound state contributes $-2\pi\eta$. The net first correction is $-\pi\eta$, so the cross section approaches its power law from below.

The local exponent is the derivative of $\ln\sigma$ with respect to $\ln\omega$. Since $\eta\propto\omega^{-1/2}$ to leading order, $\ln S\approx-\pi\eta$ contributes $+\pi\eta/2$:

$$\frac{d\ln\sigma_{nl}}{d\ln\omega}=-\left(l+\frac72\right)+\frac{\pi Z}{2k}+O(k^{-2}). \tag{20}$$

For 1s at 10 keV, $\pi Z/k=0.1160$, and (20) gives $-3.442$. The full calculation gives $-3.444$. At 91.84 eV, $\pi Z/k=1.31$, and the two terms written out in (20) give $-2.84$, while the full calculation gives $-3.08$. The first correction alone is not accurate there.

### The 1s state at 13.5 nm

For 1s the sum has one term, $J_1=2ZJ_0/(Z^2+k^2)$, and $Z^2+k^2=2\omega$. With $A^2=4Z^3$ and $N^2$ from (9), equation (3) gives

$$\sigma_{1s}=\frac{32\pi^2\alpha Z^6}{3\,\omega^4}\;\frac{e^{-4\eta\theta}}{1-e^{-2\pi\eta}},\qquad\theta=\arctan\frac kZ . \tag{21}$$

Division by the power law (18), whose coefficient is $16\sqrt2\,\pi\alpha Z^5/3$, leads to

$$\frac{\sigma_{1s}}{C\,\omega^{-7/2}}=\frac{\sqrt2\,\pi Z}{\sqrt\omega}\,\frac{e^{-4\eta\theta}}{1-e^{-2\pi\eta}}=S(\eta)\,\frac{e^{4\eta\arctan\eta}}{\sqrt{1+\eta^2}} . \tag{22}$$

Now insert the numbers for $Z=1$. The photon energy is 3.3751 hartree, so $k=\sqrt{6.7502-1}=2.398$, $\eta=0.4170$ and $\theta=1.1757$. The exponential $e^{-4\eta\theta}$ is 0.1407, and $1-e^{-2\pi\eta}$ is 0.9272. The ratio is

$$\frac{4.443}{1.837}\times\frac{0.1407}{0.9272}=0.367 .$$

The power law gives $6.86\times10^{-20}$ cm², and the full dipole cross section is $2.52\times10^{-20}$ cm².

The factor $S=0.206$ alone corrects too far and gives $1.41\times10^{-20}$ cm². The last fraction in (22) explains this: it is $1+\tfrac72\eta^2+\dots$ for small $\eta$, and 1.78 here.

The slope follows from (21). With $d\eta/d\ln\omega=-\eta\omega/k^2$ and $d\theta/d\eta=-1/(1+\eta^2)$,

$$\frac{d\ln\sigma_{1s}}{d\ln\omega}=-4+\frac{\eta\omega}{k^2}\left[4\theta-\frac{4\eta}{1+\eta^2}+\frac{2\pi}{e^{2\pi\eta}-1}\right]. \tag{23}$$

At 13.5 nm the factor before the bracket is 0.2448, and the bracket is $4.703-1.421+0.493=3.775$. The slope is $-4+0.924=-3.076$, which is the number that opened these notes. At threshold, $\eta\to\infty$, the first two terms in the bracket tend to $8/(3\eta^3)$, the last vanishes, and $\omega=Z^2/2$. The slope there is $-4+4/3=-8/3$. The EUV photon thus lies between the threshold value $-2.67$ and the limit $-3.5$.

### Four states compared

The local exponents for $Z=1$ are as follows.

| State | 91.84 eV | 1 keV | 10 keV | Limit |
|---|---|---|---|---|
| 1s | −3.08 | −3.34 | −3.44 | −3.5 |
| 2s | −3.01 | −3.33 | −3.44 | −3.5 |
| 2p | −4.00 | −4.33 | −4.44 | −4.5 |
| 3d | −4.98 | −5.33 | −5.44 | −5.5 |

At 10 keV all four exponents lie about 0.06 above their limits, as (20) requires. The cross sections themselves are far apart. At 91.84 eV they are $2.9\times10^{-21}$ cm² for 2s and $1.06\times10^{-22}$ cm² for 2p.

The ratio of the 2s to the 2p cross section follows the law much better than the cross sections themselves do. At a given photon energy 2s and 2p have the same $k$, so $S$ cancels. The law predicts the ratio $C_{2s}\omega/C_{2p}=8.00\,\omega$, with $\omega$ in hartree. At 91.84 eV this is 27.0, and the full ratio is 27.3, although the law overestimates each cross section about threefold. The cancellation of $S$ holds for any two states with the same $n$ and $Z$. That the even corrections also nearly cancel is read from the numbers for this pair and is not derived here.

### With the dipole integral in r, a free wave gives the power but not the coefficient

It is tempting to replace the fast outgoing electron by a free wave. In the dipole integral with $r$, this removes $Z$ from the recursion (12), while the cusp in $c_1$ stays. The bracket in (14) becomes $2(l+2)Z/(l+1)$, which is $l+2$ times the correct value. The sum (15) becomes

$$-12l(l+1)\lambda+12l(l+1)\left(\lambda-\frac{Z}{l+1}\right)=-12lZ$$

in place of $4Z$, a factor $-3l$. The power of $k$ survives, but the 1s cross section is four times too large in the limit and that of 2p nine times. Numerical integrals with free waves at $k=40$, divided by the true limiting amplitudes, give 1.996 for 1s to p, 2.998 for 2p to d and $-2.998$ for 2p to s. The predicted factors are 2, 3 and $-3$. At distances of order $1/k$ the Coulomb energy of the final electron, of order $Zk$, is small compared with its kinetic energy $k^2/2$. But the leading amplitude, apart from the factor $A$, is itself of first order in $Z$, so in this form a first-order change of the final wave cannot be dropped. In the form with $Z\mathbf r/r^3$ used above, the factor $Z$ already stands in front of the integral, and there a free wave does give the correct limiting coefficient.

### How far the law can be used

The pure power law needs $\pi Z/k\ll1$. The nonrelativistic model needs $v/c=\alpha k\ll1$. The product of these two quantities is $\pi\alpha Z$, whatever the photon energy. It is 0.023 for $Z=1$ and ten times larger for $Z=10$, so the range in which both are small closes as $Z$ grows. For 1s with $Z=1$, $\pi Z/k$ has fallen to 0.1 at 13.44 keV, where $v/c$ is already 0.229.

One neglected effect can be sized simply. Keep the photon momentum $q=\alpha\omega$ and use a plane final wave with the momentum operator. The 1s amplitude is then proportional to the component of $\mathbf k$ along the field, times $(Z^2+|\mathbf k-\mathbf q|^2)^{-2}$. Let $x$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Relative to $q=0$, the cross section is

$$\frac34\int_{-1}^{1}(1-x^2)\left[1+\frac{\alpha^2\omega}{2}-\alpha kx\right]^{-4}dx\approx1-2\alpha^2\omega+10\,\alpha^2k^2\cdot\frac15\approx1+\alpha^2k^2 .$$

The factor 1/5 is the mean of $x^2$ with the weight $1-x^2$, and the last step uses $\omega\approx k^2/2$. The integral gives a rise of 0.025 percent at 91.84 eV, 0.38 percent at 1 keV and 4.0 percent at 10 keV. The plane wave is crude at 91.84 eV; with the Coulomb final wave the rise is larger by about $\alpha^2Z^2$, which makes it 0.031 percent there. The other relativistic corrections, not derived here, are of the same order $(v/c)^2$ and cancel most of this rise at high energy: Sauter's relativistic formula, first order in $Z$, lies only about $\alpha^2k^2/8$ above the nonrelativistic plane-wave dipole result, or 0.5 percent at 10 keV. The 4.0 percent is thus the size of one term and not of the net correction. At 13.5 nm the dipole approximation is therefore a minor concern for 1s, and the distance from the asymptotic regime is the major one.

### Beside a real resist

The example shares its wavelength with EUV lithography, but its atom is a model. Many resists consist largely of carbon, hydrogen and oxygen. A carbon atom has an absorption cross section of very roughly several times $10^{-19}$ cm² at 13.5 nm, more than ten times the 1s value found here. The assumption that fails is that of one electron in the field of a bare charge. The 1s electrons of carbon are bound by roughly 280 eV and cannot be ionized by a 92 eV photon, so the outer electrons absorb, and these feel a screened charge that varies with distance. The model reacts strongly to such a change: by (7) and (18), $C_{nl}\propto Z^{2l+5}$, so doubling $Z$ at fixed $n$ and $l$ multiplies the 2p coefficient by 128. This measures the sensitivity of the coefficient and does not predict a resist's absorption, since the power law is already poor at this photon energy for $Z=1$. Nor does the derivation establish the exponent for atoms with several interacting electrons.

The cross sections of all four states at the three photon energies are listed in the numerical output.

## Computed results

```
nuclear charge Z = 1 (dimensionless)
EUV wavelength = 13.5 nm, photon energy = 91.84 eV
largest relative gap, direct vs closed radial integral = 1.2e-06
quantum / classical absorption area = 1.00005
1s: binding energy = 13.606 eV, A = 2.00000 a.u., C = 1.7291e-01 a.u., limit exponent = -3.5
2s: binding energy = 3.401 eV, A = 0.70711 a.u., C = 2.1614e-02 a.u., limit exponent = -3.5
2p: binding energy = 3.401 eV, A = 0.20412 a.u., C = 2.7018e-03 a.u., limit exponent = -4.5
3d: binding energy = 1.512 eV, A = 0.00902 a.u., C = 3.5140e-05 a.u., limit exponent = -5.5
--- photon energy 91.84 eV = 3.3751 hartree
1s: full = 2.516e-20 cm^2, law = 6.856e-20 cm^2, law*S = 1.410e-20 cm^2
   k = 2.398 a.u., S = 0.2057, full/law = 0.3670, local exponent = -3.076
2s: full = 2.901e-21 cm^2, law = 8.569e-21 cm^2, law*S = 1.963e-21 cm^2
   k = 2.550 a.u., S = 0.2291, full/law = 0.3385, local exponent = -3.013
2p: full = 1.062e-22 cm^2, law = 3.174e-22 cm^2, law*S = 7.271e-23 cm^2
   k = 2.550 a.u., S = 0.2291, full/law = 0.3347, local exponent = -4.003
3d: full = 3.986e-25 cm^2, law = 1.223e-24 cm^2, law*S = 2.852e-25 cm^2
   k = 2.577 a.u., S = 0.2332, full/law = 0.3259, local exponent = -4.979
1s electron: pi Z/k = 1.3101, (v/c)^2 = 3.06e-04, retardation change = 2.53e-04
--- photon energy 1000.00 eV = 36.7493 hartree
1s: full = 1.142e-23 cm^2, law = 1.609e-23 cm^2, law*S = 1.088e-23 cm^2
   k = 8.515 a.u., S = 0.6760, full/law = 0.7093, local exponent = -3.339
2s: full = 1.412e-24 cm^2, law = 2.012e-24 cm^2, law*S = 1.363e-24 cm^2
   k = 8.559 a.u., S = 0.6774, full/law = 0.7021, local exponent = -3.329
2p: full = 4.799e-27 cm^2, law = 6.843e-27 cm^2, law*S = 4.636e-27 cm^2
   k = 8.559 a.u., S = 0.6774, full/law = 0.7013, local exponent = -4.328
3d: full = 1.693e-30 cm^2, law = 2.422e-30 cm^2, law*S = 1.641e-30 cm^2
   k = 8.567 a.u., S = 0.6777, full/law = 0.6992, local exponent = -5.325
1s electron: pi Z/k = 0.3690, (v/c)^2 = 3.86e-03, retardation change = 3.82e-03
--- photon energy 10000.00 eV = 367.4932 hartree
1s: full = 4.544e-27 cm^2, law = 5.089e-27 cm^2, law*S = 4.522e-27 cm^2
   k = 27.092 a.u., S = 0.8885, full/law = 0.8928, local exponent = -3.444
2s: full = 5.673e-28 cm^2, law = 6.362e-28 cm^2, law*S = 5.653e-28 cm^2
   k = 27.106 a.u., S = 0.8886, full/law = 0.8918, local exponent = -3.443
2p: full = 1.929e-31 cm^2, law = 2.164e-31 cm^2, law*S = 1.923e-31 cm^2
   k = 27.106 a.u., S = 0.8886, full/law = 0.8917, local exponent = -4.443
3d: full = 6.826e-36 cm^2, law = 7.658e-36 cm^2, law*S = 6.805e-36 cm^2
   k = 27.109 a.u., S = 0.8886, full/law = 0.8914, local exponent = -5.443
1s electron: pi Z/k = 0.1160, (v/c)^2 = 3.91e-02, retardation change = 4.00e-02
2p channel ratio s/d: at 1000 eV = 0.1237, limit = 0.1250
free-wave amplitude / true limit at k = 40 a.u.: 1s-p 1.996, 2p-d 2.998, 2p-s -2.998
1s: pi Z/k = 0.1 at photon energy 13.44 keV, where v/c = 0.229
```
